\section*{Dipolar zero-field splitting of a triplet defect from pairs of orbitals}

\section*{Setting}

Some point defects with a threefold axis have a triplet ground state: two electrons with parallel spins occupy two degenerate defect orbitals. The three spin sublevels are split even without a magnetic field. This problem derives the part of the splitting that comes from the magnetic dipole interaction between electron spins.

The orbital state is taken to be non-degenerate and real, and the interaction is treated to first order. The second-order spin-orbit contribution, correlation beyond one determinant and vibrations are left out. Spins $\mathbf s_i$ are dimensionless, orbitals are real and orthonormal unless stated otherwise, and energies are divided by $h$ and given in MHz. Indices $a,b$ run over $x,y,z$.

\section*{(a) From two magnetic moments to a spin Hamiltonian}

\textbf{Question.} Write the dipole interaction of two electrons in terms of their spins, and express it through the total spin $\mathbf S=\mathbf s_1+\mathbf s_2$.

\textbf{Solution.} Two moments separated by $\mathbf r=\mathbf r_1-\mathbf r_2$ have the energy
\begin{equation}
W=\frac{\mu_0}{4\pi}\left[\frac{\mathbf m_1\cdot\mathbf m_2}{r^3}
-\frac{3(\mathbf m_1\cdot\mathbf r)(\mathbf m_2\cdot\mathbf r)}{r^5}\right].
\end{equation}
With $\mathbf m_i=-g\mu_B\mathbf s_i$ the two minus signs cancel, so that
\begin{equation}
H_{ss}=C\sum_{ab}s_{1a}T_{ab}s_{2b},\quad
T_{ab}=\frac{r^2\delta_{ab}-3r_ar_b}{r^5},\quad
C=\frac{\mu_0}{4\pi}\frac{g^2\mu_B^2}{h}.
\end{equation}
There is also a contact term proportional to $\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r)$. It is a scalar in spin space, shifts all three sublevels equally, and cannot split them.

For one spin one-half, $s_as_b+s_bs_a=\tfrac12\delta_{ab}$. Operators of different electrons commute. Expanding the total spin therefore gives
\begin{equation}
S_aS_b+S_bS_a=\delta_{ab}+2(s_{1a}s_{2b}+s_{1b}s_{2a}).
\end{equation}
Multiply by $T_{ab}$ and sum. Since $T$ is symmetric, the left side is $2\,\mathbf S\cdot T\cdot\mathbf S$ and the last term is $4\,\mathbf s_1\cdot T\cdot\mathbf s_2$. The first term on the right is the trace $\sum_aT_{aa}=(3r^2-3r^2)/r^5=0$. Hence
\begin{equation}
\mathbf s_1\cdot T\cdot\mathbf s_2=\tfrac12\,\mathbf S\cdot T\cdot\mathbf S .
\label{spinid}
\end{equation}

\section*{(b) The spatial average for two electrons}

\textbf{Question.} Two electrons occupy $u$ and $v$ in a triplet. Find the tensor $D$ in $H=\mathbf S\cdot D\cdot\mathbf S$. Is the $1/r^3$ singularity harmful?

\textbf{Solution.} The triplet spin functions are symmetric, so the spatial function is antisymmetric:
\begin{equation}
\Phi=u\wedge v\equiv\frac{u(1)v(2)-v(1)u(2)}{\sqrt2}.
\end{equation}
By equation (\ref{spinid}), first-order theory gives $D_{ab}=\tfrac C2\langle\Phi|T_{ab}|\Phi\rangle$. Define
\begin{equation}
(pq|T_{ab}|rs)=\iint p(1)q(1)\,T_{ab}\,r(2)s(2)\,d^3r_1d^3r_2 .
\end{equation}
The square of $\Phi$ contains two direct and two exchange products. Because $T(-\mathbf r)=T(\mathbf r)$, exchanging the electron labels shows that the members of each kind are equal. The factor $\tfrac12$ then cancels:
\begin{equation}
D_{ab}=\frac C2\big[(uu|T_{ab}|vv)-(uv|T_{ab}|vu)\big].
\label{pair}
\end{equation}

Exchange of the electrons reverses $\mathbf r$ at fixed centre of mass, so $\Phi$ is odd in $\mathbf r$ and $\Phi^2\propto r^2$ near contact. The radial integrand behaves as $r^2\,r^{-3}\,r^2=r$, which is integrable. Separately, the direct and exchange integrals behave as $\int dr/r$ and are defined by averaging over angles first, where the traceless $T$ gives zero.

A rotation $u'=u\cos\theta+v\sin\theta$, $v'=-u\sin\theta+v\cos\theta$ gives $u'\wedge v'=(\cos^2\theta+\sin^2\theta)\,u\wedge v$. The tensor thus does not depend on which orthonormal pair is chosen within a degenerate level.

\section*{(c) Many electrons: a sum over occupied pairs}

\textbf{Question.} A determinant has two more up-spin than down-spin electrons. Evaluate the dipole energy with spins quantized along a unit vector $\mathbf n$, and relate it to $D$.

\textbf{Solution.} Let $\mathbf t,\mathbf w$ complete a right-handed orthonormal frame with $\mathbf n$. For each occupied pair write $J_{ab}=(pp|T_{ab}|qq)$ and $K_{ab}=(pq|T_{ab}|qp)$. A two-electron operator contributes direct minus exchange for each pair.

\emph{Equal spins.} Only $s_n$ has diagonal elements, $\pm\tfrac12$, and their product is $\tfrac14$ in both terms. The pair gives $\tfrac C4(J_{nn}-K_{nn})$.

\emph{Opposite spins.} The direct term is $-\tfrac C4J_{nn}$. The exchange term needs spin flips:
\begin{equation}
\langle\uparrow|s_t|\downarrow\rangle=\langle\downarrow|s_t|\uparrow\rangle=\tfrac12,\qquad
\langle\uparrow|s_w|\downarrow\rangle=-\tfrac i2,\quad
\langle\downarrow|s_w|\uparrow\rangle=\tfrac i2 .
\end{equation}
The products for $tt$ and $ww$ are both $\tfrac14$. Those for $tw$ and $wt$ are $\pm\tfrac i4$ and cancel because $K$ is symmetric. With $K_{tt}+K_{ww}=-K_{nn}$, the exchange contribution is
\begin{equation}
-\frac C4(K_{tt}+K_{ww})=+\frac C4K_{nn}.
\end{equation}
The pair therefore gives $-\tfrac C4(J_{nn}-K_{nn})$. With $\chi_{pq}=+1$ for equal and $-1$ for opposite spins,
\begin{equation}
\langle H_{ss}\rangle_{\mathbf n}=\frac C4\sum_{p<q}\chi_{pq}(J-K)^{pq}_{nn}.
\label{expect}
\end{equation}

Now suppose that the determinant is a pure triplet. In spin space $H_{ss}$ is a second-rank tensor apart from scalars, so within $S=1$ it must take the form $\mathbf S\cdot D\cdot\mathbf S$ with $D$ symmetric and traceless. In the state with projection $+1$ along $\mathbf n$, $\langle S_n^2\rangle=1$ and $\langle S_t^2\rangle=\langle S_w^2\rangle=\tfrac12$, while the symmetrized mixed products average to zero. Thus
\begin{equation}
\langle\mathbf S\cdot D\cdot\mathbf S\rangle=D_{nn}+\tfrac12(D_{tt}+D_{ww})=\tfrac12D_{nn}.
\end{equation}
Equating this to (\ref{expect}) for every $\mathbf n$ fixes the whole symmetric tensor:
\begin{equation}
D_{ab}=\frac C2\sum_{p<q}\chi_{pq}\big[(pp|T_{ab}|qq)-(pq|T_{ab}|qp)\big].
\label{sum}
\end{equation}

\section*{(d) What closed shells contribute}

\textbf{Question.} Reduce (\ref{sum}) for a restricted determinant, in which each closed-shell orbital is used for both spins.

\textbf{Solution.} Let $A_{pq}$ be the bracket in (\ref{sum}). A closed orbital $c$ and an open orbital $u$ give $A_{cu}-A_{cu}=0$, from the up and down copies of $c$. Two closed orbitals $c,d$ have two equal-spin and two opposite-spin pairs, so $2A_{cd}-2A_{cd}=0$. The two electrons within $c$ give $A_{cc}=0$, since direct and exchange integrals coincide. Only the open pair $uv$ remains, and equation (\ref{pair}) holds with any number of closed shells. They still matter indirectly, because they help to determine the shapes of $u$ and $v$.

\section*{(e) Integrals without a singular kernel}

\textbf{Question.} Convert the integrals to Coulomb integrals, which are available for Gaussian orbitals.

\textbf{Solution.} Away from the origin, $-\partial_a\partial_b(1/r)=T_{ab}$. Its trace is $-\nabla^2(1/r)=4\pi\delta(\mathbf r)$, shared equally among the three axes, so
\begin{equation}
-\partial_a\partial_b\frac1r=T_{ab}+\frac{4\pi}3\delta_{ab}\delta(\mathbf r).
\end{equation}
Since $\mathbf r=\mathbf r_1-\mathbf r_2$, a derivative with respect to $\mathbf r_2$ carries a minus sign, and the left side equals $\partial_{1a}\partial_{2b}(1/r)$. Two integrations by parts, with vanishing boundary terms, turn its integral with densities $\rho=pq$ and $\rho'=rs$ into
\begin{equation}
\iint\frac{\partial_a\rho(1)\,\partial_b\rho'(2)}{r}\,d^3r_1d^3r_2 .
\end{equation}
The contact part is proportional to $\int u^2v^2\,d^3r$ in both the direct and the exchange integral. It cancels in the difference and need not be removed by hand.

\section*{(f) A threefold centre with compact orbitals}

\textbf{Question.} Three equivalent dangling orbitals $a,b,c$ sit on an equilateral triangle of side $R$ in the $xy$ plane. Two electrons form a triplet in the degenerate pair $e_1=(2a-b-c)/\sqrt6$, $e_2=(b-c)/\sqrt2$. Find the splitting for compact orbitals and compare it with that of two sites.

\textbf{Solution.} In principal axes, with $z$ belonging to the eigenvalue of largest magnitude, define $D=\tfrac32D_{zz}$ and $E=\tfrac12|D_{xx}-D_{yy}|$. Tracelessness gives, with suitable labels for $x$ and $y$,
\begin{equation}
H=D\left(S_z^2-\tfrac23\right)+E(S_x^2-S_y^2),
\end{equation}
with levels $D/3\pm E$ and $-2D/3$.

Expanding the wedge product and using $b\wedge b=c\wedge c=0$,
\begin{align}
e_1\wedge e_2&=\frac{2a\wedge b-2a\wedge c+b\wedge c-c\wedge b}{\sqrt{12}}\nonumber\\
&=\frac{a\wedge b+b\wedge c+c\wedge a}{\sqrt3}.
\label{wedge}
\end{align}
The electrons are never on the same site, and each pair of sites has probability $\tfrac13$. For compact orbitals cross terms vanish. Every separation lies in the plane, so $T_{zz}=1/R^3$ for each pair, and
\begin{equation}
D_{zz}=\frac C{2R^3},\qquad D=\frac{3C}{4R^3},\qquad E=0.
\end{equation}
The last result follows from threefold symmetry. The state $M=0$ lies lowest.

For two sites, the distinguished axis joins them, $T_{zz}=-2/R^3$, and $D=-3C/(2R^3)$. The triangle averages this tensor over three in-plane directions, which reverses the sign of $D$ and halves its magnitude.

\section*{(g) Orbitals of finite width}

\textbf{Question.} Let the site orbitals be $s$-type Gaussians $\exp(-\zeta|\mathbf r-\mathbf R_i|^2)$ with overlap $s$ between neighbours. Find the first correction in $s$, then evaluate $D$ for $R=3.0$ \AA\ and $\zeta=1.0$ \AA$^{-2}$. These are round model values, not those of a particular defect.

\textbf{Solution.} Equation (\ref{wedge}) still gives the state up to normalization. Two different terms share one site, for example
\begin{equation}
\langle a\wedge b|b\wedge c\rangle=\langle a|b\rangle\langle b|c\rangle-\langle a|c\rangle\langle b|b\rangle=s^2-s\simeq-s .
\end{equation}
There are six such ordered combinations, so the squared norm of the sum changes from 3 to $3-6s$.

In the same cross term, one electron is at $b$ and the other has the density $ac$, a Gaussian of weight $s$ centred midway between $a$ and $c$. The separation of the centres is $\sqrt3R/2$. The components of $T$ are harmonic away from the origin, so averaging over spherical Gaussians leaves the value at the centres, apart from overlapping tails. Relative to $1/R^3$ this value is $\kappa=(2/\sqrt3)^3\simeq1.54$. Hence, to first order in $s$ and neglecting tails,
\begin{equation}
\frac{D}{3C/(4R^3)}\simeq\frac{3-6\kappa s}{3-6s}\simeq1-2(\kappa-1)s\simeq1-1.08\,s .
\label{width}
\end{equation}
For these $s$-type orbitals, with $s>0$ and spherical overlap densities, interference between site pairs therefore lowers $D$. Directional orbitals such as hybrids are not covered by this estimate.

With $C=52041$ MHz\,\AA$^3$, the compact limit is
\begin{equation}
D=\frac{3\times52041}{4\times27}\ \text{MHz}=1445.6\ \text{MHz}.
\end{equation}
For $\zeta=1.0$ \AA$^{-2}$ the direct and exchange parts of (\ref{pair}), without their contact terms, give
\begin{equation}
D_{zz}=767.1-(-183.4)=950.5\ \text{MHz}.
\end{equation}
Thus $D=\tfrac32D_{zz}=1425.8$ MHz, or $0.0476$ cm$^{-1}$. Two levels lie at $475.3$ MHz and one at $-950.5$ MHz. Direct quadrature of the original kernel over the distribution of $\mathbf r$ gives the same $D$ to the digits shown, which tests the pair formula. Keeping the contact terms in both the direct and the exchange part leaves their difference unchanged, as part (e) requires.

The overlap is $s=0.0111$. Equation (\ref{width}) predicts a reduction of 1.2\% relative to the compact limit; the full reduction is 1.4\%. At $\zeta=0.5$ \AA$^{-2}$, where $s=0.105$, $D$ falls to 1223.5 MHz, 15\% below that limit, and the linearized estimate of 11\% is no longer adequate. The unexpanded ratio in (\ref{width}) gives 14\%, but this closer figure is partly accidental: at this width the neglected tails alone lower each diagonal pair term by 11\%. Orbital extent then matters as well as the distance between sites.

\section*{(h) Breaking the threefold symmetry}

\textbf{Question.} Move one site outward by 0.2 \AA, keeping the coefficients of $e_1,e_2$ fixed in the symmetrically orthogonalized site basis. What happens to the sublevels?

\textbf{Solution.} The in-plane directions are no longer equivalent, and $E$ becomes nonzero. The pair formula gives $D=1282.7$ MHz and $E=34.3$ MHz. The upper levels are
\begin{equation}
\frac{1282.71}{3}\pm34.34=461.9\ \text{and}\ 393.2\ \text{MHz},
\end{equation}
and the lowest is $-855.1$ MHz. Diagonalizing $H_{ss}$ in the explicit two-electron triplet functions gives the same levels.

Point dipoles with probability $\tfrac13$ for each pair give $D=1295.0$ MHz and $E=31.7$ MHz. Relative to the extended-orbital results, $D$ is 1\% too high and $E$ about 8\% too low. The decrease of $D$ is already present for point dipoles, because two of the three distances have grown. In a real defect the orbital coefficients would respond to the distortion too, an effect excluded here.

\section*{(i) When the determinant is not a pure triplet}

\textbf{Question.} In an unrestricted calculation the down-spin partner of a closed orbital $c$ becomes $c'=c\cos\theta+w\sin\theta$, with $w$ empty in the restricted determinant. Does (\ref{sum}) still give the triplet tensor?

\textbf{Solution.} With a bar marking down spin, the determinant is
\begin{equation}
|c\,u\,v\,\bar c'|=\cos\theta\,|c\,u\,v\,\bar c|+\sin\theta\,|c\,u\,v\,\bar w|.
\end{equation}
The first part is a pure triplet. The second has four singly occupied orbitals. The $S=2$, $M=1$ state of these orbitals is an equal combination of four determinants with one reversed spin, so its overlap with the second part has magnitude $\tfrac12$. The quintet amplitude is $\tfrac12\sin\theta$ and its weight $\tfrac14\sin^2\theta$. Since $S(S+1)$ is 2 for the triplet and 6 for the quintet,
\begin{equation}
\langle S^2\rangle=2+4\times\tfrac14\sin^2\theta=2+\sin^2\theta .
\end{equation}

A second-rank spin operator can connect $S=1$ with $S=2$. Equation (\ref{expect}) remains a correct expectation value, but it now contains such cross terms. They can be of first order in $\theta$, whereas the error in $\langle S^2\rangle$ is of second order. A nearly correct $\langle S^2\rangle$ therefore does not guarantee an accurate $D$.

As an illustration, place Gaussians with $\zeta=0.5$ \AA$^{-2}$ at $(0,0,0)$, $(3,0,0)$, $(1,2.5,0)$ and $(1,1,2)$ \AA. In the orthogonalized site basis take $c,u,v,w$ as $\tfrac12(1,1,1,1)$, $\tfrac12(1,1,-1,-1)$, $\tfrac12(1,-1,1,-1)$ and $\tfrac12(1,-1,-1,1)$. For $\theta=0.2$, $\langle S^2\rangle=2.039$ and the triplet weight is 0.990. The component $D_{zz}$ along the fixed $z$ axis, not a principal value, is 31.3 MHz for the restricted determinant. The polarized determinant gives 356.7 MHz from the pair sum, but 112.1 MHz after projection onto $S=1$ and normalization. The pair sum decomposes as
\begin{equation}
0.9901\times112.14+244.94+0.72\simeq356.7\ \text{MHz},
\end{equation}
where the second term is the triplet--quintet cross term and the third is the quintet's own contribution.

Two effects are thus distinct. The change from 31.3 to 112.1 MHz belongs to the altered triplet wavefunction; the further rise to 356.7 MHz comes almost entirely from the cross term. The mixing angle was imposed, not found from an energy calculation, and the restricted component happens to be small, so these ratios are not typical errors for real defects. They show why a pair sum from an unrestricted determinant needs a check by spin projection.

\section*{Table of computed values}
\begin{verbatim}
g factor: 2.002319
dipolar constant C: 52041.02 MHz A^3
triangle side: 3.0 A; exponent: 1.0 A^-2
site overlap: 0.01111
direct part of D_zz: 767.089 MHz
exchange part of D_zz (subtracted): -183.450 MHz
D_xx: -475.269 MHz
D_yy: -475.269 MHz
D_zz: 950.539 MHz
D, pair formula: 1425.808 MHz = 0.04756 cm^-1
D, quadrature: 1425.808 MHz
E below 0.001 MHz: True
levels: 475.269 (twice), -950.539 MHz
D, point dipoles 3C/(4R^3): 1445.584 MHz
exponent (A^-2), overlap, D (MHz):
  0.3  2.592e-01  898.726
  0.5  1.054e-01  1223.547
  1.0  1.111e-02  1425.808
  2.0  1.234e-04  1445.390
  4.0  1.523e-08  1445.584
D by quadrature at exponent 0.5: 1223.547 MHz
one pair of sites, exponent 4, D: -2891.168 MHz
one pair, -3C/(2R^3): -2891.168 MHz
outward shift of one site: 0.2 A
distorted D: 1282.714 MHz; E: 34.337 MHz
distorted levels: -855.143, 393.235, 461.908 MHz
distorted, point dipoles: D 1295.019, E 31.748 MHz
four-site model, exponent: 0.5 A^-2
restricted D_zz: 31.339 MHz
mixing angle of the down-spin core orbital: 0.2 rad
polarized determinant <S^2>: 2.03947
weight of S = 1: 0.99013
polarized pair sum D_zz: 356.690 MHz
projected triplet D_zz: 112.138 MHz
S=1/S=2 cross term in pair sum: 244.941 MHz
S=2 term in pair sum: 0.717 MHz
\end{verbatim}
